# Electronic thermal resistance in a magnetic field without transverse heat flow: test program

```python
"""Result under test: for one isotropic degenerate carrier group with elastic
scattering, the thermal resistivity at zero transverse heat flow and zero
electric current does not depend on a classical magnetic field B along z.
Symbols: u = cyclotron frequency * transport time; kappa = complex heat
conductivity (real part xx, imaginary part yx); kappa0 = its value at B = 0;
t = kT / Fermi energy; r = exponent in tau ~ E**r; ell = kappa_lattice/kappa0.
Vectors in the plane are written as complex numbers x + i y."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import zeta, expit

pi = np.pi


def tensor(kappa):
    return np.array([[kappa.real, -kappa.imag], [kappa.imag, kappa.real]])


def adiabatic_resistivity(kappa):
    """xx element of the inverse tensor: no heat flow along y."""
    return np.linalg.inv(tensor(complex(kappa)))[0, 0]


# ---- Boltzmann equation on a sphere with an anisotropic elastic kernel ----
def sphere_response(cyclotron, n_polar=12, n_azimuth=24):
    c, wc = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * pi * np.arange(n_azimuth) / n_azimuth
    cos_p, az = np.meshgrid(c, phi, indexing="ij")
    sin_p = np.sqrt(1 - cos_p**2)
    v = np.array([(sin_p * np.cos(az)).ravel(),
                  (sin_p * np.sin(az)).ravel(), cos_p.ravel()])
    weight = np.repeat(wc, n_azimuth) * 2 * pi / n_azimuth
    rate = np.exp(1.5 * (v.T @ v)) * weight[None, :]
    collision = np.diag(rate.sum(axis=1)) - rate
    j = np.arange(n_azimuth)
    diff = j[:, None] - j[None, :]
    safe = np.where(diff == 0, 1, diff)
    deriv = np.where(diff == 0, 0.0,
                     0.5 * (-1.0)**diff / np.tan(safe * pi / n_azimuth))
    rotation = cyclotron * np.kron(np.eye(n_polar), deriv)
    # the constant mode carries no current; this term makes it invertible
    fix = np.ones((len(weight), 1)) * weight[None, :]
    g = np.linalg.solve(collision + rotation + fix, v[0])
    return 3 / (4 * pi) * np.sum(weight * (v[0] + 1j * v[1]) * g)


transport_rate = quad(lambda c: 2 * pi * np.exp(1.5 * c) * (1 - c), -1, 1)[0]
tau_kernel = 1 / transport_rate
sphere_error = 0.0
for u_test in (0.0, 0.7, 3.0):
    numeric = sphere_response(u_test / tau_kernel) / tau_kernel
    sphere_error = max(sphere_error, abs(numeric - 1 / (1 - 1j * u_test)))
assert sphere_error < 1e-6


# ---- energy integrals with zero electric current in both directions ----
def kappa_energy(t, u, r):
    """kappa in units of its leading degenerate value at u = 0."""
    lo, hi = max(-40.0, -1 / t), 40.0
    z, wz = np.polynomial.legendre.leggauss(400)
    x = 0.5 * (hi - lo) * z + 0.5 * (hi + lo)
    wx = 0.5 * (hi - lo) * wz * expit(x) * expit(-x)
    energy = 1 + t * x
    s = energy**(1.5 + r) / (1 - 1j * u * energy**r)
    m0, m1, m2 = [np.sum(wx * x**k * s) for k in range(3)]
    return (m2 - m1**2 / m0) / (pi**2 / 3)


def thermal_rise_energy(t, u, r):
    return (adiabatic_resistivity(kappa_energy(t, u, r))
            / adiabatic_resistivity(kappa_energy(t, 0.0, r)) - 1)


def degeneracy_formula(t, u, r):
    return 16 * pi**2 / 15 * r**2 * t**2 * u**2 / (1 + u**2)


assert abs(kappa_energy(1e-4, 2.0, 1.5) - 1 / (1 - 2j)) < 1e-5
for r_test in (-0.5, 1.0, 1.5):
    for u_test in (0.8, 4.0):
        ratio = (thermal_rise_energy(0.003, u_test, r_test)
                 / degeneracy_formula(0.003, u_test, r_test))
        assert abs(ratio - 1) < 0.02  # next order in t is left out
assert abs(thermal_rise_energy(0.3, 4.0, 0.0)) < 1e-10


# ---- lattice conduction, and equal electron and hole groups ----
def lattice_rise(ell, u):
    return (adiabatic_resistivity(1 / (1 - 1j * u) + ell) * (1 + ell) - 1)


for ell in (1e-3, 0.1, 2.0):
    for u_test in (0.5, 6.0, 50.0):
        formula = ell * u_test**2 / ((1 + ell)**2 + ell**2 * u_test**2)
        assert abs(lattice_rise(ell, u_test) - formula) < 1e-9 * (1 + formula)
assert abs(lattice_rise(0.1, 1e4) * 0.1 - 1) < 1e-3


def electron_hole_ratio(u):
    return adiabatic_resistivity(0.5 / (1 - 1j * u) + 0.5 / (1 + 1j * u))


assert abs(electron_hole_ratio(3.0) - 10) < 1e-9

# ---- relaxation time that varies with the polar angle ----
cp, wp = np.polynomial.legendre.leggauss(40)
wp = 0.75 * (1 - cp**2) * wp


def anisotropy_rise(delta, u):
    tau_rel = 1 + delta * (3 * cp**2 - 1) / 2
    kappa = np.sum(wp * tau_rel / (1 - 1j * u * tau_rel))
    return adiabatic_resistivity(kappa) * np.sum(wp * tau_rel) - 1


tau_rel = 1 + 0.4 * (3 * cp**2 - 1) / 2
limit = np.sum(wp * tau_rel) * np.sum(wp / tau_rel) - 1
assert limit > 0.01 and abs(anisotropy_rise(0.4, 300.0) / limit - 1) < 1e-3


# ---- heat equation in a bar: insulated sides, isothermal ends ----
def solve_bar(u, aspect, ny):
    """Width 1, kappa0 = 1. Returns end-to-end resistance, longitudinal
    resistivity between inner thermometers, and transverse gradient / q."""
    nx = aspect * ny
    k_tensor = tensor(1 / (1 - 1j * u))
    element = np.zeros((4, 4))
    for a in (0.5 - 0.5 / 3**0.5, 0.5 + 0.5 / 3**0.5):
        for b in (0.5 - 0.5 / 3**0.5, 0.5 + 0.5 / 3**0.5):
            grad = np.array([[-(1 - b), 1 - b, -b, b],
                             [-(1 - a), -a, 1 - a, a]])
            element += 0.25 * grad.T @ k_tensor @ grad
    i, j = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    first = (i * (ny + 1) + j).ravel()
    nodes = np.stack([first, first + ny + 1, first + 1, first + ny + 2], 1)
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    data = np.tile(element.ravel(), len(first))
    size = (nx + 1) * (ny + 1)
    matrix = coo_matrix((data, (rows, cols)), shape=(size, size)).tocsr()
    temp = np.zeros(size)
    temp[:ny + 1] = 1.0
    free = np.arange(ny + 1, size - ny - 1)
    rhs = -(matrix @ temp)[free]
    temp[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    heat = (matrix @ temp)[:ny + 1].sum()
    field = temp.reshape(nx + 1, ny + 1)
    mid, step = nx // 2, (2 * ny if aspect >= 8 else ny // 4)
    along = (field[mid - step, 0] - field[mid + step, 0]) / (2 * step / ny)
    across = field[mid, -1] - field[mid, 0]
    return 1 / heat, along / heat, across / heat


square = solve_bar(1.0, 1, 48)[0]
assert abs(square / np.sqrt(2) - 1) < 0.02  # corner singularity on the mesh
end_coarse = solve_bar(1.0, 10, 16)[0] / 10
end_fine, inner_u1, _ = solve_bar(1.0, 10, 32)
end_fine /= 10
assert abs(end_fine - end_coarse) < 0.01 and end_fine > 1.01
assert abs(inner_u1 - 1) < 0.002

# ---- worked example: rough values in the regime of fairly pure potassium ----
T, B_max = 0.5, 1.0
density, mass_ratio, rho0 = 1.4e28, 1.2, 0.07e-9
debye_T, phonon_path = 90.0, 10e-6
coupling, tau_variation = 0.2, 0.1
width, length, spacing, power = 3e-3, 30e-3, 12e-3, 0.2e-3
kB, hbar, e = const.k, const.hbar, const.e
mass = mass_ratio * const.m_e
tau = mass / (density * e**2 * rho0)
k_fermi = (3 * pi**2 * density)**(1 / 3)
E_fermi = (hbar * k_fermi)**2 / (2 * mass)
path = hbar * k_fermi / mass * tau
lorenz = pi**2 / 3 * (kB / e)**2
kappa0 = lorenz * T / rho0
u_max = e * B_max / mass * tau
flux = power / width**2
grad_T = -flux * np.linalg.inv(tensor(kappa0 / (1 - 1j * u_max)))[:, 0]
drop_along, drop_across = -grad_T[0] * spacing, grad_T[1] * width
_, inner, across = solve_bar(u_max, 10, 32)
assert abs(inner - 1) < 0.01 and abs(across / u_max - 1) < 0.01

# lattice conductivity from the Debye heat capacity and a phonon path
debye_q = (6 * pi**2 * density)**(1 / 3)
sound = kB * debye_T / (hbar * debye_q)
capacity_integral = quad(lambda x: x**4 * np.exp(-x) / np.expm1(-x)**2,
                         1e-9, min(debye_T / T, 100))[0]
capacity = 9 * density * kB * (T / debye_T)**3 * capacity_integral
kappa_L = capacity * sound * phonon_path / 3
ell_example = kappa_L / kappa0
ell_percent = brentq(lambda q: lattice_rise(q, u_max) - 0.01, 1e-9, 0.1)

# inelastic phonon collisions: explicit double sum over electron and phonon
# energies (units kT), compared with the closed value 5! zeta(5)
y = np.linspace(0.02, 45, 1500)
x = np.linspace(-90, 45, 1351)
occupied_empty = (expit(-x)[None, :] * expit(x[None, :] + y[:, None])).sum(1)
occupied_empty *= x[1] - x[0]
double_sum = np.sum(y**4 / np.expm1(y) * occupied_empty) * (y[1] - y[0])
assert abs(double_sum / (120 * zeta(5)) - 1) < 1e-3
omega_debye = kB * debye_T / hbar
inelastic_rate = (2 * pi * coupling * omega_debye * (T / debye_T)**3
                  * double_sum * 3 / pi**2)
electron_rate = (kB * T)**2 / (hbar * E_fermi)

# Landau quantization: thermal damping of the first harmonic, heat weighting
omega_c = e * B_max / mass
xx = np.linspace(-60, 60, 24001)
damping = abs(np.sum(expit(xx) * expit(-xx) * xx**2
                     * np.cos(2 * pi * kB * T / (hbar * omega_c) * xx))
              * (xx[1] - xx[0]) * 3 / pi**2)
landau_scale = damping * np.sqrt(hbar * omega_c / (2 * E_fermi))
t_example = kB * T / E_fermi

print(f"Sphere Boltzmann test, largest error: {sphere_error:.1e}")
print(f"Temperature: {T} K; largest field: {B_max} T")
print(f"Carrier density (rough): {density:.2e} m^-3")
print(f"Effective mass (rough): {mass_ratio} electron masses")
print(f"Residual resistivity (rough): {rho0*1e9:.3f} nOhm m")
print(f"Debye temperature (rough): {debye_T:.0f} K")
print(f"Phonon mean free path (rough): {phonon_path*1e6:.0f} um")
print(f"Electron-phonon coupling lambda (rough): {coupling}")
print(f"Relaxation-time P2 amplitude (rough): {tau_variation}")
print(f"Bar width = thickness: {width*1e3:.0f} mm; length {length*1e3:.0f} mm")
print(f"Thermometer spacing: {spacing*1e3:.0f} mm; heat {power*1e3:.1f} mW")
print(f"Fermi energy: {E_fermi/e:.3f} eV; kT/E_F: {t_example:.2e}")
print(f"Transport time: {tau*1e12:.2f} ps; mean path {path*1e6:.1f} um")
print(f"Lorenz number: {lorenz:.4e} W Ohm/K^2")
print(f"kappa0: {kappa0:.2f} W/(m K); 1/kappa0: {1e3/kappa0:.4f} mm K/W")
print(f"Heat flux: {flux:.3f} W/m^2")
for B in (0.25, 0.5, 1.0):
    u = e * B / mass * tau
    k = kappa0 / (1 - 1j * u)
    print(f"B={B:.2f} T: u={u:.3f}, kappa_xx={k.real:.3f}, "
          f"kappa_yx={k.imag:.3f} W/(m K)")
    print(f"  resistance/zero-field: adiabatic "
          f"{adiabatic_resistivity(k)*kappa0:.6f}, isothermal "
          f"{kappa0/k.real:.3f}, adiabatic+lattice "
          f"{1+lattice_rise(ell_example, u):.5f}")
print(f"Longitudinal difference at 1 T: {drop_along*1e3:.4f} mK")
print(f"Longitudinal difference at 0 T: {flux/kappa0*spacing*1e3:.4f} mK")
print(f"Transverse difference at 1 T: {drop_across*1e3:.4f} mK")
print(f"Bar solve at 1 T: inner resistivity*kappa0 = {inner:.5f}")
print(f"Bar solve at 1 T: transverse gradient*kappa0/q = {across:.4f}")
print(f"Field for u=1: {mass/(e*tau):.4f} T")
print(f"Bar solve u=1: inner ratio {inner_u1:.5f}, end-to-end {end_fine:.4f}")
print(f"  end-to-end shift on halving the mesh: {end_fine-end_coarse:.1e}")
print(f"Square plate u=1: end-to-end ratio {square:.4f}")
print(f"Sound speed (Debye): {sound:.0f} m/s; heat capacity "
      f"{capacity:.2f} J/(m^3 K)")
print(f"Lattice conductivity: {kappa_L:.4f} W/(m K); ell {ell_example:.2e}")
print(f"Lattice rise at 1 T: {100*lattice_rise(ell_example, u_max):.3f} %")
print(f"Lattice conductivity for a 1 % rise at 1 T: "
      f"{ell_percent*kappa0:.4f} W/(m K)")
print(f"Anisotropic-tau rise at 1 T: "
      f"{100*anisotropy_rise(tau_variation, u_max):.3f} %")
print(f"Finite-degeneracy rise at 1 T, r=1.5: "
      f"{degeneracy_formula(t_example, u_max, 1.5):.1e} (fraction)")
print(f"Inelastic phonon share of resistance: {100*inelastic_rate*tau:.3f} %")
print(f"Electron-electron rate scale * tau: {electron_rate*tau:.1e}")
print(f"Landau oscillation scale at 1 T: {landau_scale:.1e} (fraction)")
print(f"Mean path / bar width: {100*path/width:.2f} %")
print(f"Equal electrons and holes at 1 T, resistance ratio: "
      f"{electron_hole_ratio(u_max):.2f}")
print("verified")
```

Printed output:

```
Sphere Boltzmann test, largest error: 5.1e-16
Temperature: 0.5 K; largest field: 1.0 T
Carrier density (rough): 1.40e+28 m^-3
Effective mass (rough): 1.2 electron masses
Residual resistivity (rough): 0.070 nOhm m
Debye temperature (rough): 90 K
Phonon mean free path (rough): 10 um
Electron-phonon coupling lambda (rough): 0.2
Relaxation-time P2 amplitude (rough): 0.1
Bar width = thickness: 3 mm; length 30 mm
Thermometer spacing: 12 mm; heat 0.2 mW
Fermi energy: 1.765 eV; kT/E_F: 2.44e-05
Transport time: 43.45 ps; mean path 31.3 um
Lorenz number: 2.4430e-08 W Ohm/K^2
kappa0: 174.50 W/(m K); 1/kappa0: 5.7306 mm K/W
Heat flux: 22.222 W/m^2
B=0.25 T: u=1.592, kappa_xx=49.361, kappa_yx=78.594 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 3.535, adiabatic+lattice 1.00047
B=0.50 T: u=3.184, kappa_xx=15.663, kappa_yx=49.879 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 11.141, adiabatic+lattice 1.00188
B=1.00 T: u=6.369, kappa_xx=4.198, kappa_yx=26.740 W/(m K)
  resistance/zero-field: adiabatic 1.000000, isothermal 41.563, adiabatic+lattice 1.00753
Longitudinal difference at 1 T: 1.5282 mK
Longitudinal difference at 0 T: 1.5282 mK
Transverse difference at 1 T: 2.4332 mK
Bar solve at 1 T: inner resistivity*kappa0 = 1.00000
Bar solve at 1 T: transverse gradient*kappa0/q = 6.3689
Field for u=1: 0.1570 T
Bar solve u=1: inner ratio 1.00000, end-to-end 1.0442
  end-to-end shift on halving the mesh: -1.1e-04
Square plate u=1: end-to-end ratio 1.4145
Sound speed (Debye): 1254 m/s; heat capacity 7.75 J/(m^3 K)
Lattice conductivity: 0.0324 W/(m K); ell 1.86e-04
Lattice rise at 1 T: 0.753 %
Lattice conductivity for a 1 % rise at 1 T: 0.0430 W/(m K)
Anisotropic-tau rise at 1 T: 0.101 %
Finite-degeneracy rise at 1 T, r=1.5: 1.4e-08 (fraction)
Inelastic phonon share of resistance: 0.417 %
Electron-electron rate scale * tau: 6.9e-05
Landau oscillation scale at 1 T: 3.2e-05 (fraction)
Mean path / bar width: 1.04 %
Equal electrons and holes at 1 T, resistance ratio: 41.56
verified
```
